# Electromigration effective charge: why a positive ion can drift toward the anode

## Question

In a silver-like metal each atom gives one electron to the conduction band, so the ion left behind has valence $+1$. In a current-carrying line the electric field points from the anode to the cathode. I would therefore write the force on a migrating ion as $+eE$ and expect it to drift toward the cathode.

Yet the force in electromigration is written $eZ^*E$, with an "effective charge" $Z^*$ that may be negative and much larger than one in size. Has the ion captured many electrons? If not, what does $Z^*$ measure, and what decides its sign?

## Answer

The ion has not captured those electrons. $Z^*$ is the total force divided by $eE$, and the field is not the only thing that pushes the atom. Electrons scatter from it, and in a current they bring more momentum from one side than from the other. Write

$$F=eZ^*E,\qquad Z^*=Z_d+Z_w ,$$

where $Z_d$ belongs to the direct electrostatic force and $Z_w$ to momentum transfer, the "electron wind". I take $e>0$ and count forces as positive along $E$, toward the cathode.

The calculation below assumes a free-electron metal, a response linear in the field, and one isolated spherical scatterer. The mean free path $\lambda$ must be long compared with the electron wavelength, $k_F\lambda\gg1$. I use the bare valence for $Z_d$; how much screening reduces it is a separate question, and I return to its effect on the numbers.

### How the field displaces the electrons

Let $q$ be the displacement of the Fermi sphere along $E$. The field changes it at the rate $-eE/\hbar$ and collisions relax it at the rate $-q/\tau$. In the steady state

$$-\frac{eE}{\hbar}-\frac{q}{\tau}=0\quad\Rightarrow\quad q=-\frac{eE\tau}{\hbar}.$$

The current density is $j=-en\hbar q/m=(ne^2\tau/m)E$ for electron density $n$, so

$$\rho=\frac{m}{ne^2\tau},\qquad \lambda=v_F\tau .$$

Electrons drift against $E$, which is where the minus sign of the wind will come from.

### Force from one scattered electron

Let an electron at $\mathbf r$ have potential energy $V(|\mathbf r-\mathbf R|)$ near an atom at $\mathbf R$. The force on the atom is $-\partial V/\partial\mathbf R=+\nabla_{\mathbf r}V$, averaged over the electron's state. For an incident wave of unit density with wave vector $\mathbf k$, and the atom at the origin,

$$\psi=\sum_l(2l+1)i^le^{i\delta_l}\frac{u_l(r)}{r}P_l(\cos\theta),\qquad
u_l\to\frac{\sin(kr-l\pi/2+\delta_l)}{k}.$$

By symmetry the force lies along $\mathbf k$. Its size is $p(k)=\int|\psi|^2V'(r)\cos\theta\,d^3r$. With $\mu=\cos\theta$, the factor $\mu$ couples neighbouring partial waves alone, through

$$\int_{-1}^{1}P_lP_{l+1}\,\mu\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

The two cross terms of a pair add to $ie^{i(\delta_{l+1}-\delta_l)}+\text{c.c.}=2\sin(\delta_l-\delta_{l+1})$. Multiplying by $2\pi$ from the azimuth and by $2(l+1)$ from the angular integral gives

$$p(k)=8\pi\sum_l(l+1)\sin(\delta_l-\delta_{l+1})\int_0^\infty V'u_lu_{l+1}\,dr .$$

The radial integral can be done for any short-range $V$. Set $U=2mV/\hbar^2$, $a=u_l$, $b=u_{l+1}$ and $L=l+1$. The radial equations are

$$a''=\Big(U-k^2+\frac{L^2-L}{r^2}\Big)a,\qquad
b''=\Big(U-k^2+\frac{L^2+L}{r^2}\Big)b .$$

Consider

$$G=a'b'-(U-k^2)ab-\frac{L^2ab}{r^2}+\frac{L(a'b-ab')}{r}.$$

Its four terms have the derivatives

$$\begin{aligned}
(a'b')'&=(U-k^2)(ab)'+\frac{L^2(ab)'+L(a'b-ab')}{r^2},\\
[-(U-k^2)ab]'&=-U'ab-(U-k^2)(ab)',\\
\Big[-\frac{L^2ab}{r^2}\Big]'&=-\frac{L^2(ab)'}{r^2}+\frac{2L^2ab}{r^3},\\
\Big[\frac{L(a'b-ab')}{r}\Big]'&=-\frac{2L^2ab}{r^3}-\frac{L(a'b-ab')}{r^2}.
\end{aligned}$$

The last line uses $a''b-ab''=-2Lab/r^2$. Everything cancels in the sum except $G'=-U'ab$, hence $\int_0^\infty U'ab\,dr=G(0)-G(\infty)$.

Near the origin $a\sim r^L$ and $b\sim r^{L+1}$, so $G(0)=0$. Far away $a=\sin\alpha/k$ and $b=\sin\beta/k$, with $\alpha-\beta=\pi/2+\delta_l-\delta_{l+1}$. Then

$$G(\infty)=a'b'+k^2ab=\cos(\alpha-\beta)=-\sin(\delta_l-\delta_{l+1}).$$

The integral of $U'ab$ is therefore $+\sin(\delta_l-\delta_{l+1})$. Since $V=\hbar^2U/2m$,

$$p(k)=\frac{\hbar^2k^2}{m}\sigma_{tr},\qquad
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

### Why this is a momentum-transfer cross-section

Scattering through an angle $\gamma$ removes a fraction $1-\cos\gamma$ of the forward momentum. The corresponding cross-section is $\int(1-\cos\gamma)|f|^2d\Omega$, with

$$f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\gamma).$$

Its first part is $(4\pi/k^2)\sum(2l+1)\sin^2\delta_l$. Splitting $2l+1=(l+1)+l$ and relabelling the second sum turns this into $(4\pi/k^2)\sum(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The cosine part, with the same angular integral as before, subtracts $(4\pi/k^2)\sum(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. The identity

$$\sin^2A+\sin^2B-2\sin A\sin B\cos(A-B)=\sin^2(A-B)$$

reproduces $\sigma_{tr}$. The force is thus incident flux $\hbar k/m$ times momentum $\hbar k$ times $\sigma_{tr}$.

### Adding the electrons

Including spin, the wind force is

$$F_w=2\int\frac{d^3k}{(2\pi)^3}f_0(\mathbf k-\mathbf q)\,p(k)\mu ,$$

where $f_0$ is the equilibrium occupation and $\mu$ is now the cosine of the angle between $\mathbf k$ and $E$. The undisplaced sphere gives zero. To first order the change in occupation is $-q\mu\,\partial f_0/\partial k=q\mu\,\delta(k-k_F)$ at low temperature. The angular integral of $\mu^2$ is $4\pi/3$, so

$$F_w=\frac{q}{4\pi^3}\frac{4\pi}{3}k_F^2p(k_F)=\frac{nq}{k_F}p(k_F)=n\hbar q\,v_F\sigma_{tr},$$

where $n=k_F^3/3\pi^2$ and $v_F=\hbar k_F/m$. Inserting $q=-eE\tau/\hbar$,

$$F_w=-eE\,n\lambda\sigma_{tr},\qquad \boxed{Z^*=Z_d-n\lambda\sigma_{tr}} .$$

For positive $Z_d$, the sign reverses when $n\lambda\sigma_{tr}>Z_d$. The product $n\lambda\sigma_{tr}$ is the number of conduction electrons in a tube one mean free path long with cross-section $\sigma_{tr}$. It can be large because electrons gather momentum from the field over the whole length $\lambda$ and deliver part of it to one atom.

### The same result in terms of resistivity

Let atoms of this kind have density $n_i$. Average the outgoing direction around the incoming one: a current-carrying distribution $\propto\cos\theta$ keeps a fraction $\cos\gamma$ per collision. It therefore decays at the rate $1/\tau_i=n_iv_F\sigma_{tr}$. These atoms add the resistivity $\rho_i=m/(ne^2\tau_i)$, and

$$\frac{\rho_i}{\rho}=\frac{\tau}{\tau_i}=n_i\lambda\sigma_{tr}
\quad\Rightarrow\quad Z_w=-\frac{n}{n_i}\frac{\rho_i}{\rho}.$$

In the limit where these atoms cause all the resistance, $\rho_i=\rho$ and $n_iF_w=-neE$. They then receive all the momentum that the field gives to the electrons. In a cleaner or colder metal $\rho$ is smaller and, at fixed $\sigma_{tr}$, $|Z_w|$ is larger. The wind on each atom is then stronger at a given field, but not at a given current density, because $E=\rho j$ falls in the same proportion.

### What valence does and does not fix

Valence enters the wind through $V$, but not as a factor $+Z$. A weak potential gives phase shifts proportional to $V$, so $\sigma_{tr}$ starts at order $V^2$: attraction and repulsion both push the atom along the electron flow.

Screening adds one condition. In a large sphere of radius $R_s$ the levels obey $kR_s-l\pi/2+\delta_l=\text{integer}\times\pi$, so the atom adds $\delta_l/\pi$ levels below $k_F$ for each spin and each of the $2l+1$ orientations. One screening electron requires

$$\frac2\pi\sum_l(2l+1)\delta_l(k_F)=1 .$$

This fixes a weighted sum of phases, not the differences that enter $\sigma_{tr}$. Take the Gaussian well $V=-V_0e^{-r^2/b^2}$. To first order in $V$ its scattering amplitude is $f=f_0e^{-Q^2b^2/4}$, with $Q^2=2k_F^2(1-\cos\gamma)$. For small phases $k_Ff(0)=\sum(2l+1)\delta_l=\pi/2$, hence $f_0=\pi/2k_F$. With $w=1-\cos\gamma$ and $x=k_F^2b^2$,

$$\sigma_{tr}\approx2\pi f_0^2\int_0^2we^{-xw}dw
=\frac{\pi^3}{2k_F^2}\,\frac{1-(1+2x)e^{-2x}}{x^2}.$$

For $x\gg1$ this falls as $b^{-4}$ at fixed screening charge. A broad potential deflects electrons through small angles and takes little momentum from them.

### Numbers for a silver-like line

I take rough values for silver near 500 K: lattice constant 0.41 nm, one conduction electron per atom and resistivity 3 µΩ cm. The current density is 1 MA/cm². The migrating ion is modelled by the Gaussian well with a chosen width $b=0.15$ nm; the screening condition then gives $V_0=3.17$ eV.

The four atoms per cubic cell give $n=4/(0.41\ \text{nm})^3=58.04\ \text{nm}^{-3}$, hence $k_F=11.98\ \text{nm}^{-1}$. The resistivity gives $\tau=20.4$ fs and $\lambda=28.3$ nm, so $k_F\lambda=339$ and the electrons are well-defined waves between collisions.

The first phase shifts are 0.427, 0.227, 0.067 and 0.014 rad. The first three differences give

$$\sigma_{tr}\approx\frac{4\pi}{11.98^2}\left[\sin^2(0.200)+2\sin^2(0.160)+3\sin^2(0.053)\right]\approx0.0086\ \text{nm}^2 .$$

The full sum is 0.008708 nm². Direct integration of $|\psi|^2V'\cos\theta$ over space gives the same value, as does the collision integral for a cosine distribution. Therefore

$$Z_w=-58.04\times28.26\times0.008708=-14.3,\qquad Z^*=1-14.3=-13.3 .$$

Integrating the force over a Fermi sphere displaced by $0.01k_F$, without linearizing in $q$, also gives $Z_w=-14.28$. By the resistivity route, one atomic percent of these scatterers adds 0.4285 µΩ cm, and $-100\times0.4285/3=-14.3$.

The field is $E=\rho j=300$ V/m, or $3\times10^{-7}$ V/nm, so the force is $-4.0\times10^{-6}$ eV/nm, toward the anode.

To turn this into a drift velocity, let the atom hop a distance $d$ with rates $\Gamma e^{\pm Fd/2k_BT}$. The mean velocity is

$$v=2d\Gamma\sinh\frac{Fd}{2k_BT}\approx\frac{d^2\Gamma F}{k_BT}=\frac{DF}{k_BT},$$

because the unbiased variance grows as $2d^2\Gamma t=2Dt$. For a jump to a nearest neighbour, $d=0.41/\sqrt2=0.29$ nm, the bias energy $|F|d$ is $2.7\times10^{-5}k_BT$, so the linear form is safe. With a chosen diffusivity $D=10^{-14}$ cm²/s $=1$ nm²/s,

$$v=\frac{1\times(-3.985\times10^{-6})}{0.04309}\times3600=-0.33\ \text{nm/h}.$$

Valence alone would give $+0.025$ nm/h: the wrong direction, and a speed about 13 times too small.

### How firm are the sign and the size?

At the same screening charge, density and mean free path, the potential width changes the wind strongly:

| Width (nm) | $Z_w$ |
|---:|---:|
| 0.10 | $-52$ |
| 0.15 | $-14$ |
| 0.20 | $-5.0$ |

Valence thus leaves the size of $Z^*$ undetermined, and the table does not bound it. A point charge with exponential screening, fitted to the same screening condition, is much more compact and gives $Z_w\approx-110$; a Gaussian wider than about 0.3 nm gives $|Z_w|<1$ and hence a positive $Z^*$. From 0.15 to 0.20 nm the ratio of winds is 0.35, close to the weak-scattering estimate $(0.15/0.20)^4=0.32$.

A repulsive Gaussian of width 0.15 nm that displaces one electron instead of attracting one gives $Z_w=-18$, again toward the anode. First-order theory would make the two winds equal. The repulsive potential must be stronger, 3.60 eV against 3.17 eV, and the squared ratio of these strengths, 1.29, is close to the ratio of the winds, 1.27.

If screening cancelled the direct force completely, $Z^*$ would be $-14.3$ instead of $-13.3$. Thermal smearing at fixed chemical potential and $\tau$ changes the wind by less than 0.001% for the width 0.15 nm, and by less than 0.01% for the other widths in the table. The main influence of temperature on $Z_w$ in this model is through $\rho$.

A high resistivity can restore the direct sign. If other scatterers raise $\rho$ while $\sigma_{tr}$ and $Z_d=1$ stay fixed, $Z^*$ vanishes at

$$\rho_c=\rho\frac{|Z_w|}{Z_d}=3\times14.28\approx43\ \text{µΩ cm}.$$

There $\lambda=2.0$ nm and $k_F\lambda=24$, so the assumption of a long mean free path still holds. Above $\rho_c$ this ion would drift toward the cathode in the model. Silver does not reach this resistivity as a dilute alloy: at 0.4285 µΩ cm per atomic percent the extra 40 µΩ cm would take about 93 atomic percent of such scatterers, and scatterers ten times stronger would still need about 9. At such concentrations the ion is no longer isolated and $n$ and $\sigma_{tr}$ need not stay fixed, so $\rho_c$ shows a trend, not a composition at which a silver line reverses. A smaller $Z_d$ raises $\rho_c$, and for $Z_d=0$ there is no crossing.

### Compared with a real line

The density, resistivity and current density are in the regime of a hot silver conductor under heavy load. Effective charges reported for bulk silver are negative and, as a rough size, of order ten; atoms on a fast path such as a grain boundary can have a different value. The agreement in magnitude is not a prediction, since the width was chosen and the table shows its influence. The diffusivity stands for an average over the cross-section of a line in which only the few atoms on fast paths, such as grain boundaries, are mobile. Inside a boundary diffusion is much faster than this average; through the bulk lattice of silver at 500 K it is many orders of magnitude slower.

Real diffusion breaks the assumption of an isolated scatterer. A jumping atom has neighbours and often a vacancy beside it, and its excess scattering changes along the path. If that excess varied as $\sin^2$ from zero at a lattice site to its full value at mid-jump, the average wind would be halved and $Z^*$ would be $-6.1$. This is an allowance, not a bound. The derivation also takes electron momentum and velocity to be parallel. On hole-like parts of a Fermi surface that can fail, and the sign of $Z_w$ is then not settled by this argument.

In a line with blocked ends, drift also builds up stress. Atoms accumulate at the anode and leave the cathode end. With tensile stress $s$ positive, the chemical potential contains $-\Omega s$, where $\Omega$ is the atomic volume, and the flux stops when $F+\Omega\,ds/dx=0$. A stress difference $\Delta s$ balances the force over

$$L=\frac{\Omega\Delta s}{|F|}
=\frac{(0.01723\times10^{-27}\ \text{m}^3)(10^8\ \text{Pa})}{(1.602\times10^{-19}\ \text{J/eV})(3.985\times10^{-6}\ \text{eV/nm})}
\approx2700\ \text{nm}$$

for a chosen 100 MPa. In this model a blocked line shorter than 2.7 µm reaches balance at a smaller stress difference, and the drift velocity above then describes the start of the process, not its steady state. The length applies at this current density, $Z^*$ and resistivity, and only if the line can sustain that stress without yielding or forming voids.

So a negative $Z^*$ says nothing about captured electrons: it reports which way the sum of two forces points.

## Computed values

```
lattice constant (rough input): 0.41 nm
resistivity (rough input): 3 uohm cm
temperature: 500 K
current density: 1 MA/cm2
chosen diffusivity: 1e-14 cm2/s
electron density: 58.04 nm^-3
Fermi wave number: 11.98 nm^-1
Fermi energy: 5.466 eV
Fermi velocity: 1.387e+06 m/s
relaxation time: 20.38 fs
mean free path: 28.26 nm
kF times mean free path: 338.5
Gaussian width: 0.15 nm
Gaussian depth: 3.174 eV
phase shift l=0: 0.42747 rad
phase shift l=1: 0.22738 rad
phase shift l=2: 0.06704 rad
phase shift l=3: 0.01423 rad
extra s levels per spin, node count: 0.1374
s phase shift / pi: 0.1361
sigma_tr from phases: 0.008708 nm2
sigma_tr from force integral: 0.008708 nm2
sigma_tr from collision integral: 0.008708 nm2
added resistivity per atomic %: 0.4285 uohm cm
direct valence: +1.00
wind valence: -14.28
wind valence, displaced sphere: -14.28
effective valence Zstar: -13.28
Zstar, direct force fully screened: -14.28
Zstar, wind halved: -6.14
width 0.10 nm: depth 9.754 eV, wind valence -52.07
width 0.15 nm: depth 3.174 eV, wind valence -14.28
width 0.20 nm: depth 1.378 eV, wind valence -5.00
repulsive scatterer depth parameter: -3.599 eV
repulsive scatterer wind valence: -18.20
thermal smearing change of wind: -0.0008 %
zero-Zstar resistivity: 42.85 uohm cm
mean free path at that resistivity: 1.979 nm
kF times that mean free path: 23.7
electric field: 300 V/m
force on atom: -3.9852e-06 eV/nm
thermal energy: 0.04309 eV
jump length: 0.2899 nm
bias energy per jump / kT: 2.681e-05
drift velocity: -0.3330 nm/h
drift from valence alone: +0.0251 nm/h
atomic volume: 0.01723 nm3
chosen stress difference: 100 MPa
stress-balance length: 2699 nm
```
